# Why g anisotropy alone does not fix the zero-field splitting: test program

```python
"""Zero-field splitting D of a tetragonal d8 ion and the relation
D = lambda*(g_par - g_perp)/2.

Result under test (leading order in the spin-orbit constant zeta):
  g_a = g_e + 4*zeta/T_a
  D   = -zeta^2*(1/T_z - 1/T_p) + zeta^2*(1/S_z - 1/S_p)
T_a, S_a: weighted mean gaps to excited triplets and singlets reached by
the a component of spin-orbit coupling; p means perpendicular (x).
The relation, with lambda = -zeta/2, contains only the triplet part.
Energies are in cm^-1. B, C are Racah parameters. The formula is evaluated
for two holes; the check diagonalizes all eight-electron determinants.
"""
from itertools import combinations
import numpy as np
from scipy import constants

g_e = abs(constants.value("electron g factor"))
GHZ_PER_CM = constants.c * 100 * 1e-9
names = ["z2", "x2-y2", "xy", "xz", "yz"]
orbital_energy = np.array([9000.0, 10500.0, 400.0, 0.0, 0.0])
B, C, zeta = 800.0, 3200.0, 300.0

# Real d orbitals as quadratic forms on a sphere; exact product quadrature.
nodes, node_weights = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = [a.ravel() for a in np.meshgrid(nodes, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
points = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
weights = np.repeat(node_weights, 12) * 2 * np.pi / 12
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2])
Q[1] = np.diag([1, -1, 0])
for k, (i, j) in enumerate([(0, 1), (0, 2), (1, 2)]):
    Q[2 + k, i, j] = Q[2 + k, j, i] = 1
f = np.einsum("ni,pij,nj->pn", points, Q, points)
norms = np.sqrt((f**2) @ weights)
f = f / norms[:, None]
Q = Q / norms[:, None, None]
gradient = 2 * np.einsum("pij,nj->pni", Q, points)
r_cross_grad = np.cross(points[None, :, :], gradient)
l = -1j * np.einsum("n,pn,qna->apq", weights, f, r_cross_grad)
assert np.allclose(l[0] @ l[1] - l[1] @ l[0], 1j * l[2], atol=1e-12)

# Coulomb integrals (pq|rs); the F0 part is a constant and is dropped.
F2, F4 = 49 * B + 7 * C, 441 * C / 35
cosine = points @ points.T
kernel = (F2 * (3 * cosine**2 - 1) / 2
          + F4 * (35 * cosine**4 - 30 * cosine**2 + 3) / 8)
density = np.einsum("n,pn,qn->pqn", weights, f, f)
V = np.tensordot(density @ kernel, density, axes=([2], [2]))

# Eight-electron determinants and the operators a^dagger_i a_j.
dets = [sum(1 << i for i in c) for c in combinations(range(10), 8)]
index = {d: n for n, d in enumerate(dets)}
X = np.zeros((10, 10, 45, 45))
for col, d in enumerate(dets):
    for j in range(10):
        if not d >> j & 1:
            continue
        sign_j = (-1) ** bin(d & ((1 << j) - 1)).count("1")
        d1 = d ^ (1 << j)
        for i in range(10):
            if d1 >> i & 1:
                continue
            sign_i = (-1) ** bin(d1 & ((1 << i) - 1)).count("1")
            X[i, j, index[d1 | (1 << i)], col] = sign_j * sign_i
X = X.reshape(5, 2, 5, 2, 45, 45)
E = np.einsum("psqsij->pqij", X)
H_rep = 0.5 * np.einsum("pqij,pqjk->ik", E,
                        np.tensordot(V, E, axes=([2, 3], [0, 1])))
H_rep -= 0.5 * np.einsum("pqqs,psij->ij", V, E)
H_field = np.einsum("p,ppij->ij", orbital_energy, E)
H0 = H_rep + H_field
half_sigma = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                             [[1, 0], [0, -1]]])
L = np.einsum("apq,pqij->aij", l, E)
S = np.einsum("ast,psptij->aij", half_sigma, X)
one_body_so = np.einsum("apq,ast->psqt", l, half_sigma)
SO = np.einsum("psqt,psqtij->ij", one_body_so, X)
moment = L + g_e * S
spin_squared = sum(s @ s for s in S)
s2, spin_vectors = np.linalg.eigh(spin_squared)
triplets = spin_vectors[:, s2 > 1]
assert triplets.shape[1] == 30
everything = np.eye(45)

# Free-ion check: the two triplet terms F and P lie 15 B apart.
free = np.linalg.eigvalsh(triplets.conj().T @ H_rep @ triplets)
assert np.allclose(free - free[0], [0] * 21 + [15 * B] * 9, atol=1e-6)
# Among triplets, spin-orbit coupling equals -(1/2) L.S for d8.
LS = sum(L[a] @ S[a] for a in range(3))
assert np.allclose(triplets.conj().T @ (SO + 0.5 * LS) @ triplets, 0,
                   atol=1e-10)


def lowest_triplet(z, basis):
    """D, g_par, g_perp of the lowest three levels in the given space."""
    e, v = np.linalg.eigh(basis.conj().T @ (H0 + z * SO) @ basis)
    v = basis @ v[:, :3]
    pair, single = ([0, 1], 2) if e[1] - e[0] < e[2] - e[1] else ([1, 2], 0)
    P = v[:, pair]
    g_par = np.abs(np.linalg.eigvalsh(P.conj().T @ moment[2] @ P)).max()
    g_perp = np.linalg.norm(P.conj().T @ moment[0] @ v[:, single])
    return np.array([e[pair].mean() - e[single], g_par, g_perp])


# Two-hole side: spatial product space of dimension 25.
one = np.eye(5)
ground = (np.kron(one[0], one[1]) - np.kron(one[1], one[0])) / np.sqrt(2)
swap = np.eye(25).reshape(5, 5, 5, 5).transpose(1, 0, 2, 3).reshape(25, 25)
swap_values, swap_vectors = np.linalg.eigh(swap)
anti = swap_vectors[:, swap_values < 0]
sym = swap_vectors[:, swap_values > 0]


def hole_hamiltonian(scale):
    h = np.diag(orbital_energy)
    return (scale * V.transpose(0, 2, 1, 3).reshape(25, 25)
            - np.kron(h, one) - np.kron(one, h))


def channels(scale, axis, parity):
    """Merged list of [gap, weight] reached by (l1 + parity*l2)_axis."""
    H = hole_hamiltonian(scale)
    E0 = ground @ H @ ground
    assert np.allclose(H @ ground, E0 * ground, atol=1e-7)
    e, v = np.linalg.eigh(H)
    op = np.kron(l[axis], one) + parity * np.kron(one, l[axis])
    w = np.abs(v.conj().T @ (op @ ground)) ** 2
    found = []
    for gap, weight in zip(e - E0, w):
        if weight < 1e-10:
            continue
        if found and abs(found[-1][0] - gap) < 1e-5:
            found[-1][1] += weight
        else:
            found.append([gap, weight])
    assert abs(sum(c[1] for c in found) - 4) < 1e-7
    return found


def inverse_gaps(scale):
    """1/T_z, 1/T_p, 1/S_z, 1/S_p."""
    return [sum(w / gap for gap, w in channels(scale, axis, parity)) / 4
            for parity in (1, -1) for axis in (2, 0)]


# The eight-electron and two-hole spectra agree up to a constant.
H2 = hole_hamiltonian(1.0)
e_anti = np.linalg.eigvalsh(anti.T @ H2 @ anti)
e_sym = np.linalg.eigvalsh(sym.T @ H2 @ sym)
holes = np.sort(np.concatenate([np.repeat(e_anti, 3), e_sym]))
electrons = np.linalg.eigvalsh(H0)
assert np.allclose(holes - holes[0], electrons - electrons[0], atol=1e-6)

tz, tp, sz, sp = inverse_gaps(1.0)
assert abs(1 / tz - (orbital_energy[1] - orbital_energy[2])) < 1e-5
D_T = -zeta**2 * (tz - tp)
D_S = zeta**2 * (sz - sp)

# Small-zeta limits from diagonalization against the two-hole formulas.
z = 10.0
full_p, full_m = lowest_triplet(z, everything), lowest_triplet(-z, everything)
trip_p, trip_m = lowest_triplet(z, triplets), lowest_triplet(-z, triplets)
D_full = (full_p[0] + full_m[0]) / (2 * z**2)
D_trip = (trip_p[0] + trip_m[0]) / (2 * z**2)
slope_full = (full_p[1:] - full_m[1:]) / (2 * z)
slope_trip = (trip_p[1:] - trip_m[1:]) / (2 * z)
assert np.isclose(D_full, (D_T + D_S) / zeta**2, rtol=1e-3)
assert np.isclose(D_trip, D_T / zeta**2, rtol=1e-3)
assert np.allclose(slope_full, [4 * tz, 4 * tp], rtol=1e-4)
assert np.allclose(slope_trip, slope_full, rtol=1e-4)
relation_limit = -(slope_full[0] - slope_full[1]) / 4
assert np.isclose(relation_limit, D_trip, rtol=2e-3)
assert abs(relation_limit / D_full - 1) > 0.05


# The singlets change g only from second order in zeta onward.
def even_g_change(z):
    return sum(lowest_triplet(s * z, everything)[1:]
               - lowest_triplet(s * z, triplets)[1:] for s in (1, -1)) / 2


growth = even_g_change(100.0) / even_g_change(50.0)
assert np.allclose(growth, 4, atol=0.1)

# Weakened repulsion: the triplet stays lowest, the cancellation grows.
ratios = []
for scale in (1.0, 0.5, 0.25):
    H = hole_hamiltonian(scale)
    E0 = ground @ H @ ground
    assert abs(np.linalg.eigvalsh(anti.T @ H @ anti)[0] - E0) < 1e-6
    assert np.linalg.eigvalsh(sym.T @ H @ sym)[0] > E0 + 100
    a, b, c, d = inverse_gaps(scale)
    ratios.append((scale, 1 - (c - d) / (a - b)))
assert ratios[0][1] > ratios[1][1] > ratios[2][1] > 0
a, b, c, d = inverse_gaps(0.0)
limit_ratio = 1 - (c - d) / (a - b)
assert abs(limit_ratio) < 1e-7 and abs(a - b) > 1e-6

for name, energy in zip(names, orbital_energy):
    print(f"orbital energy {name}: {energy:.0f} cm^-1")
print(f"B = {B:.0f}, C = {C:.0f}, zeta = {zeta:.0f} cm^-1")
print(f"lambda = -zeta/2 = {-zeta / 2:.0f} cm^-1; g_e = {g_e:.6f}")
for label, parity in (("triplet", 1), ("singlet", -1)):
    for axis_name, axis in (("z", 2), ("x", 0)):
        for gap, w in channels(1.0, axis, parity):
            print(f"{label} {axis_name}: gap {gap:.1f} cm^-1, weight {w:.4f}")
print(f"mean gaps T_z = {1 / tz:.1f}, T_p = {1 / tp:.1f} cm^-1")
print(f"mean gaps S_z = {1 / sz:.1f}, S_p = {1 / sp:.1f} cm^-1")
print(f"leading order g_par = {g_e + 4 * zeta * tz:.5f}")
print(f"leading order g_perp = {g_e + 4 * zeta * tp:.5f}")
print(f"leading order D_T (triplets) = {D_T:.4f} cm^-1")
print(f"leading order D_S (singlets) = {D_S:.4f} cm^-1")
print(f"leading order D = {D_T + D_S:.4f} cm^-1")
print(f"relation / true D, leading order = {D_T / (D_T + D_S):.4f}")
for label, basis in (("all states", everything), ("no singlets", triplets)):
    D, g_par, g_perp = lowest_triplet(zeta, basis)
    relation = -zeta * (g_par - g_perp) / 4
    print(f"{label}: D = {D:.4f} cm^-1 = {D * GHZ_PER_CM:.2f} GHz")
    print(f"{label}: g_par = {g_par:.5f}, g_perp = {g_perp:.5f}")
    print(f"{label}: g_par - g_perp = {g_par - g_perp:.6f}")
    print(f"{label}: relation gives D = {relation:.4f} cm^-1")
    print(f"{label}: relation / D = {relation / D:.4f}")
    print(f"{label}: 2D/(g_par-g_perp) = {2 * D / (g_par - g_perp):.1f} cm^-1")
print(f"growth of singlet effect on g_par, zeta 50 to 100: {growth[0]:.3f}")
print(f"growth of singlet effect on g_perp, zeta 50 to 100: {growth[1]:.3f}")
for scale, ratio in ratios:
    print(f"repulsion x {scale:.2f}: leading-order D/D_T = {ratio:.4f}")
print(f"repulsion x 0 (limit): |D/D_T| = {abs(limit_ratio):.4f}")
print("PASS")
```

It prints:

```
orbital energy z2: 9000 cm^-1
orbital energy x2-y2: 10500 cm^-1
orbital energy xy: 400 cm^-1
orbital energy xz: 0 cm^-1
orbital energy yz: 0 cm^-1
B = 800, C = 3200, zeta = 300 cm^-1
lambda = -zeta/2 = -150 cm^-1; g_e = 2.002319
triplet z: gap 10100.0 cm^-1, weight 4.0000
triplet x: gap 9325.4 cm^-1, weight 3.9732
triplet x: gap 15770.0 cm^-1, weight 0.0241
triplet x: gap 25504.6 cm^-1, weight 0.0027
singlet z: gap 22195.7 cm^-1, weight 3.7573
singlet z: gap 33804.3 cm^-1, weight 0.2427
singlet x: gap 21405.6 cm^-1, weight 3.7066
singlet x: gap 26205.9 cm^-1, weight 0.0610
singlet x: gap 33388.5 cm^-1, weight 0.2324
mean gaps T_z = 10100.0, T_p = 9352.4 cm^-1
mean gaps S_z = 22668.0, S_p = 21924.0 cm^-1
leading order g_par = 2.12113
leading order g_perp = 2.13063
leading order D_T (triplets) = 0.7123 cm^-1
leading order D_S (singlets) = -0.1347 cm^-1
leading order D = 0.5776 cm^-1
relation / true D, leading order = 1.2333
all states: D = 0.5324 cm^-1 = 15.96 GHz
all states: g_par = 2.11776, g_perp = 2.12696
all states: g_par - g_perp = -0.009200
all states: relation gives D = 0.6900 cm^-1
all states: relation / D = 1.2959
all states: 2D/(g_par-g_perp) = -115.7 cm^-1
no singlets: D = 0.6595 cm^-1 = 19.77 GHz
no singlets: g_par = 2.11852, g_perp = 2.12778
no singlets: g_par - g_perp = -0.009264
no singlets: relation gives D = 0.6948 cm^-1
no singlets: relation / D = 1.0535
no singlets: 2D/(g_par-g_perp) = -142.4 cm^-1
growth of singlet effect on g_par, zeta 50 to 100: 3.999
growth of singlet effect on g_perp, zeta 50 to 100: 3.999
repulsion x 1.00: leading-order D/D_T = 0.8109
repulsion x 0.50: leading-order D/D_T = 0.6356
repulsion x 0.25: leading-order D/D_T = 0.4354
repulsion x 0 (limit): |D/D_T| = 0.0000
PASS
```
